# How the coordinate metric changes steepest-descent switching paths in hafnia

When the polarization of a ferroelectric hafnia cell reverses, light oxygen atoms and heavy hafnium atoms both move. A path obtained by following the energy downhill from the barrier top can be computed with atomic displacements weighted equally, or with each displacement multiplied by the square root of the atomic mass. The two calculations can give different atomic motions on the same energy surface. Anyone who reports a switching path therefore needs to know which results belong to the surface and which to the weighting.

## 1. Steepest descent needs a length

Let $V(x)$ be a smooth energy of $n$ coordinates, with gradient $g=\nabla V$ written as a column and Hessian $H_{ij}=\partial^2V/\partial x_i\partial x_j$. A metric $G$ is a symmetric, positive definite matrix, which may vary smoothly with $x$. It assigns to a small displacement the length

$$ds^2=dx^{T}G\,dx .$$

The steepest direction is the $t$ that minimizes the slope $g^Tt$ among all directions of unit length, $t^TGt=1$. With a Lagrange multiplier $\eta$, the derivative of $g^Tt+\tfrac12\eta(t^TGt-1)$ with respect to $t$ must vanish:

$$g+\eta Gt=0,\qquad t=-\eta^{-1}G^{-1}g .$$

The slope is then $g^Tt=-\eta^{-1}g^TG^{-1}g$. Since $G^{-1}$ is positive definite, the slope is negative for $\eta>0$, which is the descending solution. The path obeys

$$\frac{dx}{d\tau}=-G^{-1}g. \tag{1}$$

The parameter $\tau$ only labels points; it is not physical time. Multiplying $G$ by a positive constant rescales $\tau$ and leaves the curve unchanged, so only the relative weights matter.

Mass weighting is a special case. Let $M$ be the constant mass matrix and $y=M^{1/2}x$. The chain rule gives $\nabla_yV=M^{-1/2}g$. Plain descent in $y$ is $dy/d\tau=-M^{-1/2}g$, and multiplication by $M^{-1/2}$ gives

$$\frac{dx}{d\tau}=-M^{-1}g .$$

This is equation (1) with $G=M$.

## 2. What the metric cannot change

**Stationary points and energies.** Because $G^{-1}$ is invertible, $G^{-1}g=0$ holds if and only if $g=0$. Every metric therefore has the same stationary points. The energy is a scalar function of the configuration, so its value there is also the same.

Along a path,

$$\frac{dV}{d\tau}=g^T\frac{dx}{d\tau}=-g^TG^{-1}g<0\quad\text{for } g\neq0 .$$

The highest energy on a path leaving a saddle is thus the saddle energy, and the total drop is the energy difference between the end points.

**Number of negative Hessian eigenvalues.** Let $x=x(q)$ be a smooth invertible change of coordinates with invertible Jacobian $J_{ka}=\partial x_k/\partial q_a$. The first derivative is $\partial V/\partial q_a=\sum_kg_kJ_{ka}$. Differentiating both factors once more gives

$$(H_q)_{ab}=(J^THJ)_{ab}+\sum_k g_k\frac{\partial^2x_k}{\partial q_a\partial q_b}. \tag{2}$$

At a stationary point the last term vanishes, and $H_q=J^THJ$.

The number of negative eigenvalues of a symmetric matrix equals the largest dimension of a subspace on which its quadratic form is negative. To see this, let there be $m$ negative eigenvalues. Their eigenvectors span such a subspace of dimension $m$. A larger one would share a nonzero vector with the $(n-m)$-dimensional span of the other eigenvectors, where the form is not negative, which is a contradiction.

Now $z^TH_qz=(Jz)^TH(Jz)$. The invertible $J$ carries negative subspaces of $H_q$ to negative subspaces of $H$ of equal dimension, and $J^{-1}$ carries them back. The two maximal dimensions are therefore equal. The same argument applies to positive subspaces. Also, $J^THJz=0$ is equivalent to $H(Jz)=0$, so the number of zero eigenvalues is kept. This is Sylvester's law of inertia.

For mass weighting $J=M^{-1/2}$, and the Hessian becomes $M^{-1/2}HM^{-1/2}$. Its eigenvalues generally differ from those of $H$, but their signs are distributed in the same numbers.

**Where this fails.** Away from stationary points the last term of (2) can change the count. For a linear change, including mass weighting with constant masses, that term is absent and the count is kept everywhere. In any coordinates, a negative eigenvalue found at a point with nonzero gradient does not identify a saddle, and in curvilinear coordinates even the count at such a point can change.

## 3. When two metrics share a path

At a point with $g\neq0$, let $t=-G_1^{-1}g$, so that $g=-G_1t$. The second metric gives the direction $-G_2^{-1}g=G_2^{-1}G_1t$. This is parallel to $t$ if and only if

$$G_2t=\mu G_1t. \tag{3}$$

Here $\mu=t^TG_2t/t^TG_1t>0$. The tangent must be an eigenvector of $G_1^{-1}G_2$.

For constant metrics this is a strong restriction. Along a shared arc $\mu$ varies continuously, yet it can take only the finitely many eigenvalues of one fixed matrix. It is therefore constant, and all tangents lie in one eigenspace. Integrating the tangent shows that the arc lies in a translate of that eigenspace. If the eigenspace has dimension one, the arc is straight. A curved path in two dimensions therefore changes under any constant change of metric that is more than an overall factor.

The freedom is considerable. At a point with $g\ne0$, choose any downhill direction $t$, meaning $g^Tt<0$, and set

$$G^{-1}=\frac{tt^T}{-g^Tt}+c\left(I-\frac{gg^T}{g^Tg}\right),\qquad c>0 .$$

For any vector $z$,

$$z^TG^{-1}z=\frac{(t^Tz)^2}{-g^Tt}+c\left(z^Tz-\frac{(g^Tz)^2}{g^Tg}\right).$$

Both terms are nonnegative. The second vanishes only for $z$ parallel to $g$, and for such a nonzero $z$ the first is positive. The matrix is positive definite. Its second part annihilates $g$, so $-G^{-1}g=-t(t^Tg)/(-g^Tt)=t$. Any downhill direction is thus steepest in some metric. The construction is pointwise and is undefined at $g=0$; for a direction $t$ of fixed length, $G^{-1}$ diverges as $g\to0$.

## 4. Leaving the saddle

Near a stationary point $x_s$, put $x=x_s+\delta$. To first order $g=H\delta$, and (1) becomes $G\,d\delta/d\tau=-H\delta$. The trial solution $\delta=t\,e^{-\lambda\tau}$ gives

$$Ht=\lambda Gt. \tag{4}$$

A solution with $\lambda<0$ grows away from the saddle. If there is one negative eigenvalue and no zero eigenvalue, there is one such line, and the two descending branches start along $+t$ and $-t$. With several negative eigenvalues the descending path is not unique. A zero eigenvalue along a direction on which $V$ does not depend at all, such as a rigid translation of the cell, only shifts the path as a whole and is removed first. The removal must use the metric, as in section 5; fixing atoms in place instead defines a different metric and in general a different path. Any other zero eigenvalue can make the linear analysis insufficient.

## 5. A hafnia-like cell

The example is a model of a cell with four Hf and eight O atoms. Four polar oxygens shift by $u$ relative to the rest of the cell. Two Hf atoms shift by $+v$ and two by $-v$. All other internal displacements are frozen, and the cell repeats uniformly. The energy is

$$V=B\left(\frac{u^2}{a^2}-1\right)^2+\frac{k}{2}(v-\alpha u)^2, \tag{5}$$

with $B=0.40$ eV, $a=0.040$ nm, $k=3000$ eV/nm² and $\alpha=0.50$. These are chosen round values, not a first-principles landscape. In the polar Pca2₁ phase of hafnia the four Hf atoms are equivalent by symmetry, and an antiparallel Hf shift keeps that symmetry only when it is perpendicular to the polar axis. That $v$ reverses together with $u$ is an assumption of the model.

**Stationary points.** The derivatives are

$$V_u=\frac{4Bu}{a^2}\left(\frac{u^2}{a^2}-1\right)-\alpha k(v-\alpha u),\qquad V_v=k(v-\alpha u).$$

$V_v=0$ requires $v=\alpha u$. Then $V_u=0$ leaves $u=0$ or $u=\pm a$. The energies are $B$ at the origin and zero at $\pm(0.040,0.020)$ nm.

**The two metrics.** Let $w$ be a rigid shift of the cell. Polar oxygens move by $u+w$, the other oxygens by $w$, and the Hf atoms by $w\pm v$. The cross terms $\pm2\,dw\,dv$ cancel between the Hf pairs, and they are absent if $v$ is perpendicular to $u$, so in either case

$$ds^2=M_a(du+dw)^2+M_r\,dw^2+4m_{\rm Hf}\,dv^2,$$

where $M_a=4m_{\rm O}$ and $M_r=4m_{\rm O}+4m_{\rm Hf}$. Since $V$ does not depend on $w$, the $w$ component of $G\dot x=-g$ reads $M_a(\dot u+\dot w)+M_r\dot w=0$. Hence $dw=-M_a\,du/(M_a+M_r)$, and substitution gives

$$ds^2=\frac{M_aM_r}{M_a+M_r}du^2+4m_{\rm Hf}\,dv^2 .$$

With $m_{\rm O}=16.0$ u and $m_{\rm Hf}=178.5$ u, $M_a=64$ u and $M_r=778$ u. The mass metric has diagonal entries $64\times778/842=59.14$ u and $714$ u. Equal unit weights give $4\times8/12=2.667$ and $4$; this is called the Cartesian metric below. The weight of $v$ relative to $u$ rises from 1.5 to about 12. Fixing the polar oxygens instead, $w=-u$, would give mass entries $778$ u and $714$ u, and $v$ at $u=0.020$ nm would be 0.0083 nm rather than the 0.0039 nm found below.

**Saddle and initial directions.** At the origin $-4B/a^2=-1000$ eV/nm² and $k\alpha^2=750$ eV/nm², so

$$H=\begin{pmatrix}-250&-1500\\-1500&3000\end{pmatrix}\ \text{eV/nm}^2 .$$

Its determinant is negative, hence one eigenvalue is negative. Equation (4) gives eigenvalues $-295.5$ and $951.8$ eV/nm² in the Cartesian metric, and $-8.442$ and $8.416$ eV/(nm² u) in the mass metric. Values and units change, but there is one negative eigenvalue in each case.

The second row of (4) reads $-k\alpha t_u+(k-\lambda G_v)t_v=0$. Since $\lambda=-|\lambda|$,

$$\frac{t_v}{t_u}=\frac{k\alpha}{k+|\lambda|G_v}.$$

This is $1500/(3000+295.5\times4)=0.359$ for the Cartesian metric and $1500/(3000+8.442\times714)=0.166$ for the mass metric. The paths separate from the start.

**The complete paths.** Both descend to the same minimum, and $u$ increases along both, so they can be compared at equal $u$:

| $u$ (nm) | $v$, Cartesian / mass (nm) | $V$, Cartesian / mass (eV) |
|---|---|---|
| 0.010 | 0.0036 / 0.0017 | 0.354 / 0.368 |
| 0.020 | 0.0076 / 0.0039 | 0.234 / 0.282 |
| 0.030 | 0.0124 / 0.0080 | 0.087 / 0.151 |

The largest separation in $v$ is 0.0046 nm, or 23 % of the final Hf shift. The energies at equal $u$ differ by up to 0.068 eV, or 17 % of $B$. Yet integrating the gradient along either path gives a drop of 0.400 eV.

Condition (3) excludes even a short shared arc. The ratios of the metric entries, $59.14/2.667$ and $714/4$, differ, so a shared arc would have to be parallel to an axis. Along the $u$ axis direction it would need $V_v=0$ at constant $v$, but $v=\alpha u$ is inclined. Along the $v$ direction it would need $V_u=0$ at constant $u$, but $V_u$ varies with $v$.

**Two limits.** Hold $G_u$ fixed. If $G_v\to0$, $v$ relaxes at once and the path follows the valley floor $v=\alpha u$. If $G_v\to\infty$, $u$ first relaxes at $v=0$. There $V_u=0$ gives $(4B/a^2)(u^2/a^2-1)+\alpha^2k=0$, so $u=a/2=0.020$ nm. The path then follows the curve $V_u=0$ to the minimum. This second limit relies on $\alpha^2k<4B/a^2$, which holds here. The mass path lies nearer to it than the Cartesian path does.

The valley floor is itself a steepest-descent path for the constant metric

$$G^{-1}=\begin{pmatrix}1&\alpha\\\alpha&1\end{pmatrix}.$$

On the floor $g=(V_u,0)^T$, so $-G^{-1}g=-V_u(1,\alpha)^T$. The matrix is positive definite because $1-\alpha^2=0.75>0$. Adding $5nn^T$ to $G$, with $n=(-\alpha,1)^T$, changes the metric but not this path: $n$ is orthogonal to the tangent, so (3) holds with $\mu=1$.

**A misleading curvature.** At $(0.020,0.010)$ nm, $V_u=-15$ eV/nm and

$$H=\begin{pmatrix}500&-1500\\-1500&3000\end{pmatrix}\ \text{eV/nm}^2,$$

which has one negative eigenvalue. Use $u=0.020\,\text{nm}+q_1+\tfrac12cq_1^2$ with $c=-40$ nm$^{-1}$, and shift $v$ linearly. Equation (2) adds $cV_u=600$ eV/nm² to the first entry. The determinant becomes $1100\times3000-1500^2>0$, and no negative eigenvalue remains. Neither the energy nor the point has changed.

## 6. The minimum reached can change

Preserved stationary points do not guarantee preserved connections between them. Consider the dimensionless surface

$$U=4(x^2-1)^2+y^4+\tfrac12y^2(1-4x^2)+0.3\,y(x-2x^3).$$

At the origin $U=4$, the gradient vanishes, and the Hessian entries are $U_{xx}=-16$, $U_{xy}=0.3$ and $U_{yy}=1$. It is a saddle with one negative eigenvalue. Take the branch starting toward positive $x$ and the metric $\mathrm{diag}(1,G_y)$. For $G_y=0.01$ it ends at the minimum $(1.048,-0.860)$ with $U=-0.346$. For $G_y=1$ it ends at $(1.222,1.182)$ with $U=-1.410$.

At $y=0$ the force on $y$ is $-0.3(x-2x^3)$, which is negative until $x=1/\sqrt2$, while the curvature along $y$ there, $1-4x^2$, already turns negative at $x=1/2$. A plausible reading is that a light $y$ commits itself early to the negative side, whereas a heavy $y$ has moved little when the force reverses.

The barrier measured back from the end point thus changes from 4.346 to 5.410, although no stationary energy has changed. After a change of metric, both ends of each path must be identified again. By contrast, the lowest possible maximum energy among all continuous paths between two specified minima is defined without any metric.

## 7. Use in calculations

1. Choose $G$ and state it. If cell strains are coordinates, their weights relative to atomic displacements are part of the choice.
2. Converge the saddle to a small gradient before counting negative eigenvalues.
3. Solve (4), displace slightly along $\pm t$, and integrate (1) on each side until the gradient vanishes. Count the negative eigenvalues at each end point, because a branch can end at another saddle: without the term $0.3\,y(x-2x^3)$ in $U$, the branch stays on $y=0$ and ends at $(1,0)$, where $U_{yy}=-3$. This holds for a start exactly on $y=0$; a tiny offset in $y$ carries the integration on to a minimum.
4. Compare stationary energies between metrics, not energies at equal intermediate $u$.

To reproduce the curve of a given metric, a path-relaxation method must use that metric. Equation (1) means that $g$ is parallel to $Gt$. Requiring $g$ to be parallel to $t$ instead gives the path for $G=I$ in the coordinates used.

The slope of $V$ against $u$ along a descent path is not a metric-independent switching force. A uniform field $E$ opposing the polarization adds $fu$ to (5), with $f=4ZeE$ and $Z=2.5$ the assumed charge number per polar oxygen. This assumes that $v$ carries no dipole. The bilinear coupling presupposes that $v$ has the same symmetry as $u$, so a further term $rfv$ is allowed; it would shift the stationary points to $v=\alpha u-rf/k$, divide the critical field below by $1+\alpha r$ and multiply the zero-field polarization by the same factor. For $r=0$, stationary points still obey $v=\alpha u$, and the initial minimum disappears when $f$ reaches the largest value of $(4Bu/a^2)(1-u^2/a^2)$. Setting the derivative to zero gives $u=a/\sqrt3$ and

$$f_c=\frac{8B}{3\sqrt3\,a}=15.4\ \text{eV/nm}.$$

Division by $4Ze=10e$ gives 1.54 V/nm, or 15.4 MV/cm, in every metric.

## 8. The model beside a real capacitor

With a cell volume of 0.133 nm³, the model polarization is $10e\times0.040\,\text{nm}/0.133\,\text{nm}^3=48$ µC/cm². Polycrystalline hafnia films have remanent polarizations of very roughly 10–30 µC/cm², and coercive fields of roughly 1–2 MV/cm. The model's 15.4 MV/cm is about ten times larger and exceeds the assumed rough breakdown field of 4 MV/cm. The chosen parameters may account for part of the gap, but the assumption of coherent switching is also in doubt: without a field, a 10 nm cube would have a barrier of about 3000 eV, against a thermal energy of 0.026 eV at 300 K. Real films can switch by nucleation and domain-wall motion, which need their own saddles. The theorem applies to those saddles too, but the numbers here do not.

The model also assumes that the polarization charge is fully screened. With an assumed background permittivity of 30 and no screening, the depolarizing field $P/(30\varepsilon_0)$ would be about 18 MV/cm at $u=a$. It adds the energy $0.363\,\text{eV}\times u^2/a^2$ to (5). The minimum then moves to $u\approx0.030$ nm, where the field is about 13 MV/cm, and the barrier falls to about 0.12 eV (0.04 eV for a permittivity of 20, 0.17 eV for 40), so the electrodes matter. The following corrections, estimated for a single cell, are smaller. An opposing field of 1 MV/cm lowers the barrier from 0.400 to 0.361 eV. Letting a cell relax elastically by a uniaxial strain of 1 %, with a rough Young's modulus of 200 GPa, would lower its energy by about 0.008 eV; this grows as the square of the strain, to 0.075 eV at 3 %. Equal strain along all three axes, with an assumed Poisson ratio of 0.3, gives 0.062 eV at 1 % and 0.56 eV at 3 %, and the latter is no longer a smaller correction. The harmonic zero-point correction to the barrier from the two model modes alone is $-0.019$ eV. It depends on the masses through the vibrational frequencies, so the invariance of $V$ at stationary points does not extend to it. The unstable mode, 152$i$ cm⁻¹, gives a frictionless tunnelling crossover $\hbar|\omega|/(2\pi k_B)$ of 35 K, well below 300 K.

Classical thermal motion matters more for the path itself. At fixed $u$, the quadratic term in (5) gives $v$ an rms spread $\sqrt{k_BT/k}=0.0029$ nm at 300 K, comparable with the largest separation of the two paths. This value treats one cell as fluctuating alone; for strictly uniform motion of $N$ cells the spread is smaller by the factor $\sqrt N$. For this single-cell model, neither curve should be read as the trajectory of a switching event. The mass-weighted curve has a specific dynamical meaning: it is the path traced if the velocity is repeatedly reset to zero after very short intervals $\delta t$, because each restart gives a displacement $-\tfrac12M^{-1}g\,\delta t^2$. Actual motion retains velocity and exchanges energy with its surroundings.

The numerical output below lists most of the values to more digits.

## Table of computed values

```
Inputs: B = 0.40 eV, a = 0.040 nm, k = 3000 eV/nm^2, alpha = 0.50
Input masses: O 16.0 u, Hf 178.5 u
Input charge 2.5 e per polar O, cell volume 0.133 nm^3
Polarization at minimum: 48.2 uC/cm2
Cartesian metric diagonal (u,v), no unit: [2.6667 4.    ]
Mass metric diagonal (u,v), in u: [ 59.14 714.  ]
Stationary point (-0.040, -0.020) nm: E = 0.0000 eV, negative eigenvalues 0
Stationary point (0.000, 0.000) nm: E = 0.4000 eV, negative eigenvalues 1
Stationary point (0.040, 0.020) nm: E = 0.0000 eV, negative eigenvalues 0
Saddle eigenvalues, Cartesian metric (eV/nm^2): [-295.5  951.8]
Saddle eigenvalues, mass metric (eV/nm^2/u): [-8.442  8.416]
Initial slope dv/du, Cartesian: 0.3587
Initial slope dv/du, mass: 0.1662
u = 0.010 nm: v Cartesian 0.00363 nm, v mass 0.00172 nm
  V Cartesian 0.3544 eV, V mass 0.3677 eV
u = 0.020 nm: v Cartesian 0.00758 nm, v mass 0.00386 nm
  V Cartesian 0.2338 eV, V mass 0.2815 eV
u = 0.030 nm: v Cartesian 0.01240 nm, v mass 0.00796 nm
  V Cartesian 0.0867 eV, V mass 0.1509 eV
Largest path separation in v: 0.00456 nm at u = 0.0279 nm
Largest energy difference at equal u: 0.0678 eV
Energy drop by line integral: Cartesian 0.4000 eV, mass 0.4000 eV
Off-stationary test point: (0.020, 0.010) nm, bend -40 1/nm
  negative eigenvalues: straight 1, curved 0
Counterexample, y weight 0.01: ends at (1.048, -0.860), V = -0.346 (no units)
Counterexample, y weight 1.00: ends at (1.222, 1.182), V = -1.410 (no units)
Unstable mode: 151.5 i cm^-1
Modes at minimum (cm^-1): [ 90.  360.3]
Tunnelling crossover temperature: 34.7 K
Zero-point shift of barrier: -0.0185 eV
Thermal energy at 300 K: 0.0259 eV
Thermal rms spread of v at fixed u: 0.00294 nm
Barrier in opposing field of 1.0 MV/cm: 0.3608 eV
Coherent switching field: 15.4 MV/cm
Rough breakdown field, input: 4 MV/cm
Elastic energy per cell: 0.0083 eV (inputs: strain 1 %, 200 GPa)
Coherent barrier of a 10 nm cube: 3008 eV
```
